# Configuration-average energies and Slater integrals for p and d shells, part 2

An ion has shells $i$ with angular momentum $l_i$, normalized radial function $P_i(r)$, occupation $w_i$ and $N_i=4l_i+2$ fixed orthonormal spin-orbitals $\phi_a$ (projections $m_a$, $s_a$). Formulas use atomic units for $1/r_{12}$; numerical energies are in eV. "The program" is the numerical check. The Hamiltonian is

$$H=\sum_{ac}h_{ac}\,a^\dagger_a a_c+\frac12\sum_{abcd}\langle ab|cd\rangle\,a^\dagger_a a^\dagger_b a_d a_c, \tag{1}$$

with $h$ spherical and spin-independent, $\langle ab|cd\rangle=\int\!\!\int \phi_a^*(1)\phi_b^*(2)\,r_{12}^{-1}\,\phi_c(1)\phi_d(2)$ and $\langle ab\|cd\rangle=\langle ab|cd\rangle-\langle ab|dc\rangle$. A determinant $|D\rangle$ with occupations $n_a$ has

$$\langle D|H|D\rangle=\sum_a n_a h_{aa}+\frac12\sum_{a\neq b}n_an_b\big(\langle ab|ab\rangle-\langle ab|ba\rangle\big)=\sum_a n_a h_{aa}+\sum_{a<b}n_an_b\langle ab\|ab\rangle. \tag{2}$$

Over one configuration, $\overline{n_a}=w_i/N_i$ and $E_{\rm av}=\operatorname{Tr}H/\dim$. With $I_i=h_{aa}$ and $U_{ii}$, $U_{ij}$ the mean $\langle ab\|ab\rangle$ over distinct pairs within and between shells,

$$E_{\rm av}=\sum_i w_iI_i+\sum_i\frac{w_i(w_i-1)}{2}U_{ii}+\sum_{i<j}w_iw_jU_{ij}. \tag{4}$$

With the interaction with full core shells absorbed in $I_p$, $I_d$,

$$E_{\rm av}(p^md^n)=E_{\rm core}+mI_p+nI_d+\tfrac12m(m-1)U_{pp}+\tfrac12n(n-1)U_{dd}+mn\,U_{pd}. \tag{5}$$

With $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$ and $c^k(lm,l'm')=\int Y^*_{lm}\,C_{k,m-m'}\,Y_{l'm'}\,d\Omega$,

$$\langle ab|cd\rangle=\delta_{s_as_c}\delta_{s_bs_d}\,\delta_{m_a+m_b,\,m_c+m_d}\sum_k c^k(a,c)\,c^k(d,b)\,R^k(ab;cd), \tag{7}$$

$$\langle ab|ab\rangle=\sum_kc^k(a,a)c^k(b,b)F^k_{ij},\qquad \langle ab|ba\rangle=\delta_{s_as_b}\sum_kc^k(a,b)^2G^k_{ij}. \tag{8}$$

Here $R^k$ integrates $r_<^k/r_>^{k+1}$ over $P_aP_c(r_1)\,P_bP_d(r_2)$; $F^k_{ij}=R^k(ij;ij)$, $G^k_{ij}=R^k(ij;ji)$. The first and second sum rules are

$$\sum_m c^k(lm,lm)=(2l+1)\,\delta_{k0},\qquad c^0(lm,lm)=1, \tag{9}$$

$$\sum_{m'}c^k(lm,l'm')^2=(2l'+1)\,T(l,k,l'), \tag{10}$$

where $T(l,k,l')=\frac12\int_{-1}^{1}P_l(x)P_k(x)P_{l'}(x)\,dx$ is symmetric, with Legendre polynomials $P_k$. In $P_kP_{l'}=\sum_L\alpha_LP_L$, $\alpha_L=(2L+1)\,T(L,k,l')$. The pair averages are

$$U_{ij}=F^0_{ij}-\frac12\sum_kT(l_i,k,l_j)\,G^k_{ij}, \tag{11}$$

$$U_{ii}=F^0_{ii}-\frac{2l+1}{4l+1}\sum_{k>0}T(l,k,l)\,F^k_{ii}. \tag{12}$$

**Problem (d).** Find $F^0_{dd}$, $F^0_{pd}$ and $F^0_{pp}$ in terms of $U_{dd}$, $U_{pd}$, $U_{pp}$ and the higher Slater integrals. Interpret the $dd$ result by counting parallel and antiparallel pairs.

**Solution.** The polynomials needed are $P_1=x$, $P_2=(3x^2-1)/2$, $P_3=(5x^3-3x)/2$ and $P_4=(35x^4-30x^2+3)/8$. Each $T$ follows from a product expansion, since $T(L,k,l')=\alpha_L/(2L+1)$.

For the $pd$ and $pp$ cases, $P_1P_2=(3x^3-x)/2$. The combination $3P_3+2P_1=(15x^3-9x)/2+2x=(15x^3-5x)/2$ is five times this, so $P_1P_2=\tfrac35P_3+\tfrac25P_1$, and

$$T(1,3,2)=\frac35\cdot\frac17=\frac3{35},\qquad T(1,1,2)=T(1,2,1)=\frac25\cdot\frac13=\frac2{15}.$$

For the $dd$ case, $P_2^2=\tfrac94x^4-\tfrac32x^2+\tfrac14$. Matching $x^4$ fixes the coefficient of $P_4$ as $\tfrac94\cdot\tfrac8{35}=\tfrac{18}{35}$, and $\tfrac{18}{35}P_4=\tfrac94x^4-\tfrac{27}{14}x^2+\tfrac{27}{140}$. The remainder is $(\tfrac{27}{14}-\tfrac{21}{14})x^2+(\tfrac{35}{140}-\tfrac{27}{140})=\tfrac37x^2+\tfrac2{35}$. With $x^2=(2P_2+1)/3$ this is $\tfrac27P_2+\tfrac17+\tfrac2{35}=\tfrac27P_2+\tfrac15$. Therefore

$$T(2,2,2)=\frac27\cdot\frac15=\frac2{35},\qquad T(2,4,2)=\frac{18}{35}\cdot\frac19=\frac2{35}.$$

In (12) the prefactor is $5/9$ for $l=2$ and $3/5$ for $l=1$, giving $\tfrac59\cdot\tfrac2{35}=\tfrac2{63}$ for both $F^2_{dd}$ and $F^4_{dd}$, and $\tfrac35\cdot\tfrac2{15}=\tfrac2{25}$ for $F^2_{pp}$. In (11) the coefficients are $\tfrac12\cdot\tfrac2{15}=\tfrac1{15}$ for $G^1$ and $\tfrac12\cdot\tfrac3{35}=\tfrac3{70}$ for $G^3$, where $G^k\equiv G^k_{pd}$. Solving for the monopole integrals,

$$F^0_{dd}=U_{dd}+\delta_{dd},\qquad \delta_{dd}=\frac2{63}\big(F^2_{dd}+F^4_{dd}\big), \tag{13}$$

$$F^0_{pd}=U_{pd}+\delta_{pd},\qquad \delta_{pd}=\frac1{15}G^1+\frac3{70}G^3, \tag{14}$$

$$F^0_{pp}=U_{pp}+\frac2{25}F^2_{pp}. \tag{15}$$

The integral $F^2_{pd}$ contributes to the multiplet splitting of a $p^md^n$ configuration when both shells are partly filled, but it does not appear in (14), by the first sum rule.

For the interpretation, separate the 45 pairs of $d$ spin-orbitals into $5\times5=25$ antiparallel pairs and $2\binom52=20$ parallel pairs. Antiparallel pairs have no exchange, and all $m,m'$ are allowed, so (9) makes their sum $25F^0_{dd}$ and their mean $F^0_{dd}$. For one spin direction, the free sum over ordered pairs $(m,m')$ is $25F^0_{dd}$ minus $25\big[\tfrac15F^0_{dd}+\tfrac2{35}(F^2_{dd}+F^4_{dd})\big]$, which is $20F^0_{dd}-\tfrac{10}7(F^2_{dd}+F^4_{dd})$. It contains 20 nonvanishing ordered pairs, so the mean parallel-pair energy is $F^0_{dd}-J$ with

$$J=\frac{F^2_{dd}+F^4_{dd}}{14}.$$

The overall mean is $[25F^0_{dd}+20(F^0_{dd}-J)]/45$, so

$$U_{dd}=F^0_{dd}-\frac49J, \tag{16}$$

in agreement with (13), as $\tfrac49\cdot\tfrac1{14}=\tfrac2{63}$. In the convention of rotationally invariant DFT+U, where the symbols are $U=F^0$ and $J=(F^2+F^4)/14$, the parameter called $U$ is the antiparallel mean and differs from $U_{dd}$ by $4J/9$.

Equations (13) to (15) are identities between matrix elements of a Hamiltonian of the form (7). They hold whatever values are given to the radial parameters, computed or chosen. If the Coulomb operator is built from (7) with $F^0$ as input, while the model is specified by the pair averages $U_{dd}$ and $U_{pd}$, then (13) and (14) convert one into the other. If the higher integrals in the Hamiltonian are scaled down from their atomic values, the corrections have to be formed from the scaled values, since (11) and (12) refer to the operator actually diagonalized.

## (e) Spin-orbit coupling, crystal field and the core hole

Show that spin-orbit coupling and a crystal field leave $E_{\rm av}$ unchanged. Then rewrite the $p$–$d$ interaction in terms of $p$ holes, and find what a full $p^6$ shell and a $p^5$ shell do to the energy of $n$ $d$ electrons.

**Solution.** For any additional one-electron operator $v$, equation (2) and $\overline{n_a}=w_i/N_i$ give a contribution $\sum_i(w_i/N_i)\operatorname{Tr}_iv$, with $\operatorname{Tr}_i$ the trace over the spin-orbitals of shell $i$. For $v=\zeta_i\,\mathbf l\cdot\mathbf s=\zeta_i[l_zs_z+\tfrac12(l_+s_-+l_-s_+)]$ only $l_zs_z$ has diagonal elements, and $\sum_{m,s}ms=0$. A crystal field $v=\sum_{kq}A_{kq}(r)C_{kq}$ has, by the first sum rule, no trace from $k>0$; its $k=0$ part is a spherical shift that belongs in $I_i$. For a cubic field on a $d$ shell (with $Dq>0$ for octahedral coordination), the two $e_g$ orbitals lie at $+6Dq$ and the three $t_{2g}$ orbitals at $-4Dq$, and $2\cdot6-3\cdot4=0$. Individual levels move; their weighted mean does not. The statement concerns the whole configuration with one radial function per shell. It does not apply to a part of the configuration, such as the states with the hole in $2p_{3/2}$ only, nor to a relativistic description in which $j=l\pm\tfrac12$ have different radial functions and hence different Slater integrals.

Let $p_i$ and $d_a$ annihilate electrons in the two shells. The terms of (1) that remove one $p$ and one $d$ electron and put back one of each come in four index orderings, equal in pairs under relabelling of the electrons; the factor $\tfrac12$ cancels and the two that remain combine into the antisymmetrized element:

$$H_{pd}=\sum_{ij}\sum_{ab}\langle ib\|ja\rangle\,p^\dagger_i d^\dagger_b d_a p_j .$$

Moving $p_j$ to the left past two fermion operators gives the sign $(-1)^2$, and $p_i^\dagger p_j=\delta_{ij}-p_jp^\dagger_i$. So

$$H_{pd}=\sum_{ab}\Big[\sum_i\langle ib\|ia\rangle\Big]d^\dagger_bd_a-\sum_{ijab}\langle ib\|ja\rangle\,d^\dagger_bd_a\,p_jp^\dagger_i . \tag{17}$$

In the first term, (7) requires $m_a=m_b$; the direct part requires $s_a=s_b$, and the exchange part requires $s_i=s_a$ and $s_b=s_i$. Within one shell this means $a=b$. The diagonal value follows from (8) to (10): the direct sum over six $p$ spin-orbitals is $6F^0_{pd}$, and the exchange sum over the three with the spin of $a$ is $3\sum_kT(2,k,1)G^k$. Together they equal $6[F^0_{pd}-\tfrac12\sum_kTG^k]=6U_{pd}$ for every $a$. The first term is therefore $6U_{pd}\,\hat n_d$, with $\hat n_d$ the $d$ number operator.

For a full $p$ shell $p_i^\dagger$ annihilates the state and the second term vanishes. A $p^6$ shell thus shifts every state of $d^n$ by exactly $6nU_{pd}$, which is an operator statement and not only an average. Per electron of the closed shell, the energy added to a $d$ electron is $U_{pd}$, not $F^0_{pd}$.

With one hole, $p_jp_i^\dagger$ moves the hole from $i$ to $j$, and the second term is the interaction of the hole with the $d$ electrons: it has the electron–electron matrix elements with the opposite sign. Its diagonal part has $i=j$, $a=b$; the hole sits in $i$ with probability $1/6$ and $a$ is occupied with probability $n/10$, so its average is $-\tfrac{n}{60}\sum_{ia}\langle ia\|ia\rangle=-nU_{pd}$. The total $6nU_{pd}-nU_{pd}=5nU_{pd}$ agrees with (5). $U_{pd}$ is a positive repulsion between electrons; the mean hole–electron energy is $-U_{pd}$.

The $pp$ energy of $p^5$ is the same for all states. The six determinants have six different pairs $(M_L,M_S)$, which the Coulomb operator conserves, so there are no off-diagonal elements. The diagonal element with the hole in $i$ is the $p^6$ energy minus $\sum_{j}\langle ij\|ij\rangle$, which by (9) and (10) is independent of $i$. All six values equal their mean, $10U_{pp}$. From (5),

$$E_{\rm av}(p^5d^n)-E_{\rm av}(p^6d^n)=-I_p-5U_{pp}-nU_{pd}. \tag{18}$$

Since $U_{pp}$ enters energy differences only through the constant $I_p+5U_{pp}$ when at most one core hole is present, it can be set to any value in a single-hole calculation, with a compensating change in $I_p$. The program tests, with two-electron integrals of a real ion, that the $p^5$ spectrum is degenerate at $10U_{pp}$ and that the $p^6d^2$ spectrum is the $d^2$ spectrum shifted by $15U_{pp}+12U_{pd}$.

## (f) Bare parameters of a real ion

Express $U_{dd}$ and $U_{pd}$ as differences of average energies, and the Hartree–Fock orbital energies of a $p^6d^{10}$ ion through $I$ and $U$. Evaluate everything for Zn$^{2+}$ ($3d^{10}$) at the nonrelativistic RHF/def2-TZVP level, with the $2p$ and $3d$ orbitals of this ion frozen and $1s,2s,3s,3p$ as the core.

**Solution.** Write $E(m,n)$ for (5). Adding one $d$ electron changes $\tfrac12n(n-1)$ into $\tfrac12(n+1)n$, an increase of $n$:

$$E(m,n+1)-E(m,n)=I_d+nU_{dd}+mU_{pd}. \tag{19}$$

Subtracting the same expression for $n-1$, or for $m-1$, leaves

$$U_{dd}=E(m,n+1)+E(m,n-1)-2E(m,n),$$

$$U_{pd}=E(m,n+1)-E(m,n)-E(m-1,n+1)+E(m-1,n).$$

These hold for frozen orbitals only. If each configuration has its own optimized radial functions, (4) remains true for each of them separately, but $I$ and $U$ change from one configuration to the next and the differences contain relaxation energies.

The Hartree–Fock orbital energy of an occupied spin-orbital is the diagonal element of the Fock operator, $\varepsilon_a=h_{aa}+\sum_{b\,\rm occ}\langle ab\|ab\rangle$. For full shells (9) and (10) make each shell sum independent of $m_a$ and $s_a$, so it equals the number of partners times the mean:

$$\varepsilon_{2p}=I_p+5U_{pp}+10U_{pd},\qquad\varepsilon_{3d}=I_d+9U_{dd}+6U_{pd}.$$

Comparison with (18) at $n=10$ and (19) at $m=6$, $n=9$ shows these to be minus the frozen-orbital removal energies, which is Koopmans' theorem.

The Slater integrals, obtained by radial quadrature, are

| pair | $F^0$ (eV) | higher integrals (eV) |
|---|---|---|
| $pp$ | 124.482 | $F^2=58.935$ |
| $dd$ | 29.436 | $F^2=13.536$, $F^4=8.405$ |
| $pd$ | 41.351 | $F^2=7.996$, $G^1=5.963$, $G^3=3.390$ |

Three decimals are kept so that the arithmetic can be followed; they describe this basis and level of theory and not the accuracy of the model for the real ion. The corrections are

$$\delta_{dd}=\tfrac2{63}(13.536+8.405)=\tfrac2{63}\cdot21.941=0.697\ \text{eV},\qquad U_{dd}=29.436-0.697=28.739\ \text{eV},$$

$$\delta_{pd}=\tfrac{5.963}{15}+\tfrac{3\cdot3.390}{70}=0.398+0.145=0.543\ \text{eV},\qquad U_{pd}=41.351-0.543=40.808\ \text{eV},$$

$$\tfrac2{25}\cdot58.935=4.715\ \text{eV},\qquad U_{pp}=124.482-4.715=119.767\ \text{eV}.$$

Relative to the bare $F^0$ the corrections are 2.4% for $dd$ and 1.3% for $pd$.

With $I_p=-2086.445$ eV and $I_d=-545.272$ eV, the orbital energies are predicted as $-2086.445+598.835+408.080=-1079.53$ eV and $-545.272+258.651+244.848=-41.77$ eV. The self-consistent eigenvalues are $-1079.526$ eV and $-41.768$ eV. With $E_{\rm core}=-35919.254$ eV, equation (5) at $m=6$, $n=10$ has the terms $6I_p=-12518.670$, $10I_d=-5452.720$, $15U_{pp}=1796.505$, $45U_{dd}=1293.255$ and $60U_{pd}=2448.480$ eV, and the sum $-48352.4$ eV, to be compared with the RHF energy $-48352.369$ eV. The hand sums multiply rounding errors by factors up to 60; with unrounded numbers the program asserts agreement within $2\times10^{-4}$ eV for the orbital energies and $10^{-4}$ eV for the total energy.

The independent road uses analytic two-electron integrals over the Gaussian orbitals, which involve no Slater integrals and no $c^k$. For each of the 77 configurations $p^md^n$ the diagonal energies (2) of all determinants are averaged and compared with (5). The asserted tolerance is $10^{-4}$ eV; the largest deviation found is $2.4\times10^{-9}$ eV. The two second differences are tested on these determinant means, and the complete spectra of $2p^63d^8$, $2p^53d^9$ and $2p^53d^8$ from the Gaussian integrals are tested against those built from (7).

The effect of the $d$ occupation on the core level is read from (18). Removing a $2p$ electron costs $1079.526$ eV from $3d^{10}$ and $1120.334$ eV from $3d^9$. The difference, $40.808$ eV, is $U_{pd}$: one $d$ electron fewer repels the core electrons. The double-hole configuration lies at $E(5,9)-E(6,10)=1120.334+41.768=1162.102$ eV. These are frozen-orbital, nonrelativistic values, without relaxation, correlation or screening, and are not predictions of measured binding energies.

The 60 states of $2p^53d^9$ group into six terms. Two holes with $l=1$ and $l=2$ couple to $L=1,2,3$ and $S=0,1$, and the six degeneracies $(2S+1)(2L+1)$ are all different, so the degeneracy identifies the term.

| term | $g$ | $E-E_{\rm av}$ (eV) |
|---|---|---|
| $^1D$ | 5 | $-1.958$ |
| $^3F$ | 21 | $-1.427$ |
| $^3D$ | 15 | $-0.154$ |
| $^3P$ | 9 | $+0.873$ |
| $^1P$ | 3 | $+3.411$ |
| $^1F$ | 7 | $+3.426$ |

The weighted sum is $-9.790-29.967-2.310+7.857+10.233+23.982=0.005$ eV, zero within the rounding of the entries. The plain mean of the six term energies lies $0.695$ eV above $E_{\rm av}$, so the weights cannot be omitted. The lowest term is the singlet $^1D$, below $^3F$: for these integrals the rule of maximum spin does not give the lowest term of this configuration with two open shells.

## (g) Charge-transfer energies and the input of a multiplet calculation

Add a ligand shell $L$ of one-electron energy $\varepsilon_L$, with no Coulomb interaction within it or with the ion. Define $\Delta=E_{\rm av}(p^6d^{n+1}\underline L)-E_{\rm av}(p^6d^n)$, where $\underline L$ is one ligand hole. Find the on-site energy $I_d$ that produces a given $\Delta$, the charge-transfer energies in the final states of core photoemission (XPS) and $p\to d$ absorption (XAS), and the result of entering $F^0_{dd}=U_{dd}$, $F^0_{pd}=U_{pd}$ while keeping that $I_d$. Evaluate for the model parameters $n=8$, $U_{dd}=6$, $U_{pd}=8$, $\Delta=4$, $\zeta_p=15$, $\zeta_d=0.1$, $10Dq=1$ eV, with the higher Slater integrals of part (f) scaled by 0.8.

The relations between $F^0$ and the pair averages $U$ have been found for $p$ and $d$ shells, the effect of a core hole has been derived, and the bare parameters of Zn$^{2+}$ have been evaluated. It remains to solve the charge-transfer problem just posed and to compare configuration averages with gaps between lowest states and with a spectral centroid.
